# Lowest subband of an InAs accumulation layer in a triangular well

**Setting.** Positive charge on an InAs surface draws electrons into a thin accumulation layer. Let $z$ measure depth below the surface. Near the surface an electron has potential energy $V(z)=eFz$, where $e>0$ and the electric field $F=10^7$ V/m $=0.1$ MV/cm points into the crystal. An impenetrable wall stands at $z=0$. The conduction band is parabolic and isotropic, with mass $m=0.023\,m_0$. Energies are measured from the well bottom, $V(0)=0$.

Data: $\hbar^2/(2m_0)=0.0381$ eV nm². Rough values for InAs, needed from part (e) on, are gap $E_g=0.35$ eV, relative permittivity $\varepsilon_r=15$, electron affinity 4.9 eV and donor density $N_D=10^{17}$ cm⁻³. The temperature is 300 K, so $k_BT=0.0259$ eV.

### (a) Reduce the problem to an equation without parameters.

**Answer.** The potential depends on $z$ alone, so the wave function is a plane wave along the surface times $\psi(z)$. The in-plane motion adds $\hbar^2k_\parallel^2/(2m)$ to the energy. The subband edge $E$ is the energy at $k_\parallel=0$. With $K=\hbar^2/(2m)$,

$$-K\psi''+eFz\,\psi=E\psi,\qquad \psi(0)=0,\qquad \psi\to0\ \text{as}\ z\to\infty .$$

Put $z=l(x+a)$ with $a=E/(eFl)$, and write $\psi(z)=y(x)$. Then $\psi''=y''/l^2$ and $eFz-E=eFl\,x$, so

$$\frac{K}{l^2}\,y''=eFl\,x\,y .$$

The coefficients cancel if $K/l^2=eFl$, that is

$$l=\left(\frac{K}{eF}\right)^{1/3},\qquad eFl=\left[K(eF)^2\right]^{1/3},\qquad y''=xy .$$

The wall lies at $x=-a$. Each zero $x=-a$ of the decaying solution therefore gives a level $E=a\,eFl$.

### (b) Construct the decaying solution and find its first zero below $x=0$.

**Answer.** Insert $y=\sum c_nx^n$. Equal powers require $c_2=0$ and $(n+3)(n+2)c_{n+3}=c_n$. The two independent solutions are

$$f=1+\frac{x^3}{6}+\frac{x^6}{180}+\dots,\qquad g=x+\frac{x^4}{12}+\frac{x^7}{504}+\dots$$

Both grow for $x>0$, but one combination decays. The quantity $fg'-f'g$ has derivative $fg''-f''g=0$ and equals 1 at $x=0$, so it is 1 everywhere. Hence $(f/g)'=-1/g^2$. Since $g\ge x$ for $x>0$, the ratio $f/g$ falls to a limit $r$, and

$$\frac fg-r=\int_x^\infty\frac{dt}{g(t)^2},\qquad y\equiv f-rg=g(x)\int_x^\infty\frac{dt}{g(t)^2}>0 .$$

Because $g'$ increases, $1\le g'(t)/g'(x)$ for $t\ge x$. Therefore

$$\int_x^\infty\frac{dt}{g^2}\le\frac1{g'(x)}\int_x^\infty\frac{g'(t)}{g^2}\,dt=\frac{1}{g'(x)g(x)},$$

so $0<y\le1/g'(x)\to0$. Any solution that is not a multiple of $y$ contains some $g$ and grows.

Summing the series gives $f/g=0.75625$, $0.72904$ and $0.72901$ at $x=2,4,6$. At $x=6$ the third term of $g$ alone gives $g>555$ and $g'>648$, so the remaining error is below $3\times10^{-6}$. Thus $r=0.7290$ to four decimals.

For negative $x$ the same series give:

- at $x=-2.33$: $f=-0.3614$, $g=-0.5177$, $y=0.0160$;
- at $x=-2.34$: $f=-0.3709$, $g=-0.5036$, $y=-0.0037$.

Linear interpolation places the zero at $-a_1$, with

$$a_1=2.33+0.01\times\frac{0.0160}{0.0197}=2.338 .$$

To show that no zero lies nearer to $x=0$, let $p<q$ be neighbouring zeros in $[-a_1,0]$. Multiply $y''=xy$ by $y$ and integrate by parts:

$$\int_p^q y'^2dx=\int_p^q|x|y^2dx\le a_1\int_p^q y^2dx .$$

A function that vanishes at both ends is a sum of sines $\sin[n\pi(x-p)/(q-p)]$, so the left side is at least $[\pi/(q-p)]^2\int y^2dx$. Hence $q-p\ge\pi/\sqrt{a_1}=2.055$. Another zero at $-b$ would need $0\le b\le0.283$. In that range $f(-b)\ge1-b^3/6>0$ and $g(-b)\le0$, so $y>0$. For $x>0$ the integral form already gives $y>0$. Thus $a_1$ belongs to the lowest level.

### (c) Show that the lowest subband lies 0.128 eV above the well bottom.

**Answer.** Parts (a) and (b) give

$$E_1=a_1\left[\frac{\hbar^2(eF)^2}{2m}\right]^{1/3}.$$

The force is $eF=0.0100$ eV/nm, and

$$K=\frac{0.0381}{0.023}=1.6565\ \text{eV nm}^2,\qquad l=\left(\frac{1.6565}{0.0100}\right)^{1/3}=5.492\ \text{nm},$$

$$eFl=0.05492\ \text{eV},\qquad E_1=2.338\times0.05492=0.128\ \text{eV}.$$

The level rises as $F^{2/3}$ and falls as $m^{-1/3}$. Doubling the field at fixed mass multiplies it by $2^{2/3}=1.587$. As $F\to0$ the level tends to the well bottom while $l$ diverges, so a field that is uniform over a finite depth eventually ceases to describe the whole state.

### (d) How is this energy shared, and how deep does the electron sit?

**Answer.** Compare $\psi(z)$ with the stretched function $\sqrt s\,\psi(sz)$, which is also normalized and vanishes at the wall. If $T$ and $U$ are the mean kinetic and potential energies at $s=1$, its mean energy is $s^2T+U/s$. An eigenstate makes the mean energy stationary, so the derivative at $s=1$ vanishes: $2T-U=0$. With $T+U=E_1$,

$$T=\frac{E_1}{3}=0.043\ \text{eV},\qquad U=\frac{2E_1}{3}=0.086\ \text{eV},\qquad \langle z\rangle=\frac{2E_1}{3eF}=8.6\ \text{nm}.$$

The classical turning point is at $E_1/(eF)=12.8$ nm. The model needs a uniform field over at least this depth.

### (e) The layer's own electrons screen the field. What does this do to the level at fixed surface field?

**Answer.** With electron density $n$, the charge density is $e(N_D-n)$, and Poisson's equation for $V=-e\phi$ reads

$$V''=\frac{e^2}{\varepsilon_0\varepsilon_r}(N_D-n),\qquad V'(0)=eF,\qquad V'\to0\ \text{in the bulk}.$$

Integration over depth gives the excess electron density per area,

$$N_s=\frac{\varepsilon_0\varepsilon_rF}{e}=8.3\times10^{11}\ \text{cm}^{-2}.$$

The whole surface field thus ends on charge within the layer, and the slope of $V$ falls where $n>N_D$. Using the ramp state $\psi_1$ as a trial function in the true potential gives

$$E_1^{\rm true}\le E_1+\int\psi_1^2\,[V(z)-V(0)-eFz]\,dz .$$

The bracket is negative except near the wall, where $n$ vanishes and the donors steepen $V$ slightly.

To find the size of the effect, the Schrödinger and Poisson equations were iterated together on a finite-difference grid in a 200 nm slab. Fermi occupation at 300 K was applied to its 50 lowest subbands, with the same parabolic mass and hard wall. The bracket nowhere exceeds 0.0003 eV. The level lies 0.114 eV above the actual well bottom, 11% below the ramp value. The mean field in the lowest state is 0.062 MV/cm. Putting that field into the formula of (c) would give $0.1284\times0.623^{2/3}=0.094$ eV, well below 0.114 eV, so this mean field does not replace the curved potential. The result depends on how the average is taken: the field $\langle V-V(0)\rangle/(e\langle z\rangle)=0.080$ MV/cm gives 0.111 eV.

The Fermi level lies 0.071 eV, or $2.7\,k_BT$, above this subband edge: the layer is degenerate. The total band bending is 0.17 eV. Since this is less than $E_g$, the valence band edge stays below the subband everywhere, and interband tunnelling from the level has no final state. Nor can an electron gain the gap energy by crossing the bend, so the bend alone cannot start avalanche breakdown. The endless ramp differs: its valence edge reaches $E_1$ at $z=(E_1+E_g)/(eF)=48$ nm.

### (f) Estimate the effects of the narrow gap and of a finite wall, keeping the uniform field.

**Answer.** A two-band model couples a conduction envelope $u$ to a valence envelope $v$:

$$Vu+Pv'=Eu,\qquad -Pu'+(V-E_g)v=Ev .$$

The second equation gives $v=-Pu'/(E-V+E_g)$. Insert this in the first and set $P^2=KE_g$, which restores the mass $m$ at the band edge:

$$-\frac{d}{dz}\left[\frac{K}{1+(E-V)/E_g}\frac{du}{dz}\right]+Vu=Eu .$$

The electron is heavier where its local kinetic energy $E-V$ is larger, which lowers the level. Solved by finite differences with $u=0$ at the surface and at 35 nm, this equation gives 0.121 eV, 6% below the parabolic value. The outer boundary excludes the region near 47 nm where the denominator vanishes and interband tunnelling would enter.

For the finite wall, take a flat vacuum barrier of height $\chi=4.9$ eV and mass $m_b$. Outside, $\psi\propto e^{\kappa z}$ with $\kappa=\sqrt{2m_b(\chi-E)}/\hbar$. Continuity of $\psi$ and $\psi'/m$ gives, just inside,

$$\psi(0)=\delta\,\psi'(0),\qquad \delta=\frac{m_b}{m\kappa}.$$

For small $\delta$ the wall is in effect moved out to $z=-\delta$, and the level drops by about $eF\delta$. Solving the matching condition numerically with the decaying solution of (b) gives:

- for $m_b=m$: $\delta=0.59$ nm and $E_1=0.123$ eV;
- for $m_b=m_0$: $\delta=3.9$ nm and $E_1=0.098$ eV.

In the second case $\delta$ is comparable with $l$, and the small-$\delta$ estimate, a drop of 0.039 eV, exceeds the computed drop of 0.031 eV. The spread shows that the boundary condition at an abrupt surface needs information beyond the envelope equation.

### (g) What may be claimed for a real InAs surface?

**Answer.** The mass is close to that of electrons at the InAs band edge, and the field corresponds to a sheet density near $10^{12}$ cm⁻², a realistic order of magnitude for electron accumulation on InAs. The value 0.128 eV is nevertheless a property of the hard-wall, uniform-field, parabolic model. At the same surface field, screening alone lowers it by 0.014 eV, nonparabolicity alone by 0.007 eV, and a finite wall alone by 0.006 to 0.031 eV for the two barrier masses tried. These shifts influence one another and should not simply be added. Two further effects are of similar size. Exchange among the electrons, taken in the zero-temperature local-density form and added to the screened layer of (e), lowers the level by a further 0.007 to 0.008 eV. The repulsive image potential of an abrupt vacuum surface raises the ramp level by about 0.003 eV in first order. Correlation has not been estimated. The uniform field becomes a good approximation for the lowest level when the net charge per area within the depth of that state is small in magnitude compared with $\varepsilon_0\varepsilon_rF$. The degenerate layer of (e) does not meet that condition: its own electrons end about half of the surface field within the turning depth of 12.8 nm. A nondegenerate layer needs lighter doping as well as a weaker field, since at $N_D=10^{17}$ cm⁻³ the bulk Fermi level already lies 0.014 eV above the band edge. Even then the gain is modest: in the model of (e) with $N_D=10^{16}$ cm⁻³ and $F=0.01$ MV/cm, about 43% of the field still ends within the turning depth, and the level lies 9% below the ramp value.
